**Core-valence exchange of a frozen closed-shell core in PAW**

The program tests E_cv = Σ_ij ρ_ij X_ij with X_ij = −δ_{l_i l_j} δ_{m_i m_j} Σ_c (2l_c+1) Σ_k (l_i k l_c; 0 0 0)² R^k_{ic,cj}. Here i and j label partial waves, c filled core shells, k the multipole order, R^k Slater integrals, and ρ_ij the valence occupation matrix summed over spin. It asserts that the squared 3j symbols equal Legendre integrals, and that X agrees with analytic Gaussian exchange integrals for the Mg atom, is negative definite, and reproduces the cross term of the exchange energy for two random spin-polarized valence densities. It also asserts that a core with only 2p_z filled gives s-d coupling and m dependence, and that the core-valence part of local-density exchange is not linear in the 3s occupation. For linear MgH₂ at two bond lengths, it asserts that the one-centre formula matches the direct molecular integrals within 0.1 %, and that the expansion in up to eight partial waves per l matches the part inside the sphere with l ≤ 2 within 2 %. The output gives −0.0674 hartree for the core-valence exchange of Mg 3s². In MgH₂, cutting the integrals at 2 bohr loses 3.5 % and 3.7 % of the direct molecular values at the two bond lengths, and two partial waves per l leave an error of 1 to 2.4 % of the part inside the sphere with l ≤ 2.

## Verification by program

```python
"""
Core-valence exchange of a frozen closed-shell core in the PAW method.
Result under test (atomic units):
  E_cv = sum_ij rho_ij X_ij,
  X_ij = - delta(l_i,l_j) delta(m_i,m_j)
           sum_c (2 l_c + 1) sum_k (l_i k l_c; 0 0 0)^2 R^k(i c, c j)
i, j : partial waves R_i(r) Y_lm;  c : filled core shells;  k : multipole order
R^k  : Slater integral of the pair densities R_i R_c and R_c R_j
rho  : valence occupation matrix of the partial waves, summed over spin
X_ij is the constant contribution of core-valence exchange to D_ij.
Test system: Mg atom and linear MgH2, restricted Hartree-Fock.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, block_diag
from scipy.special import eval_legendre
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SPHERE = 2.0          # augmentation radius, bohr
FAR = 7.0             # radius beyond which the core is negligible, bohr
L_MAX = 12            # largest l in the one-centre expansion of an orbital
LETTER = "spd"


def even_tempered(l, count, smallest, ratio):
    return [[l, [smallest * ratio**i, 1.0]] for i in range(count)]


MG_SETS = [(0, 18, 0.03, 2.3), (1, 12, 0.03, 2.3), (2, 5, 0.05, 2.5)]
H_SETS = [(0, 5, 0.08, 3.0), (1, 1, 0.8, 2.0)]
BASIS = {"Mg": sum((even_tempered(*s) for s in MG_SETS), []),
         "H": sum((even_tempered(*s) for s in H_SETS), [])}


@lru_cache(maxsize=None)
def three_j_squared(l, k, lc):
    return float(wigner_3j(l, k, lc, 0, 0, 0)**2)


# --- squared 3j symbols against quadrature of three Legendre polynomials
nodes, node_weights = np.polynomial.legendre.leggauss(48)
for l in range(4):
    for lc in range(4):
        for k in range(8):
            overlap = 0.5 * np.sum(node_weights * eval_legendre(l, nodes)
                                   * eval_legendre(lc, nodes)
                                   * eval_legendre(k, nodes))
            assert abs(overlap - three_j_squared(l, k, lc)) < 1e-12

# --- Mg atom: Fock eigenfunctions channel by channel
atom = gto.M(atom="Mg 0 0 0", basis=BASIS, verbose=0)
atom_scf = scf.RHF(atom)
atom_scf.conv_tol = 1e-11
atom_scf.kernel()
assert atom_scf.converged
fock, overlap_ao = atom_scf.get_fock(), atom_scf.get_ovlp()
first_ao = atom.ao_loc_nr()


def ao_index(l, component):
    return np.array([first_ao[b] + component for b in range(atom.nbas)
                     if atom.bas_angular(b) == l])


def axial(l):
    """Position of the m=0 real harmonic within a shell (p order is x,y,z)."""
    return 2 if l == 1 else l


def radial_basis(l, r):
    points = np.column_stack([0 * r, 0 * r, r])
    values = atom.eval_gto("GTOval_sph", points)[:, ao_index(l, axial(l))]
    return values / np.sqrt((2 * l + 1) / (4 * np.pi))


energies, vectors = {}, {}
for l in range(3):
    idx = ao_index(l, axial(l))
    energies[l], c = eigh(fock[np.ix_(idx, idx)], overlap_ao[np.ix_(idx, idx)])
    signs = np.sign(radial_basis(l, np.array([0.01])) @ c)[0]
    vectors[l] = c * signs          # positive near the nucleus

CORE = [("1s", 0, 0), ("2s", 0, 1), ("2p", 1, 0)]   # name, l, position
FIRST_VALENCE = {0: 2, 1: 1, 2: 0}
# up to eight partial waves per channel (the d basis holds only five)
waves = {l: vectors[l][:, FIRST_VALENCE[l]:FIRST_VALENCE[l] + 8]
         for l in range(3)}


# --- radial formula on a logarithmic grid
def log_grid(r_max, count=3000):
    x = np.linspace(np.log(1e-5), np.log(r_max), count)
    return x, np.exp(x)


def slater(x, r, pair_a, pair_b, k):
    inner = CubicSpline(x, pair_b * r**(k + 3)).antiderivative()(x)
    # the outer part is summed inwards, which avoids cancellation at large k
    back = -x[::-1]
    outer = CubicSpline(back, (pair_b * r**(2.0 - k))[::-1])
    outer = outer.antiderivative()(back)[::-1]
    potential = inner / r**(k + 1) + r**k * outer
    return CubicSpline(x, pair_a * potential * r**3).integrate(x[0], x[-1])


def core_functions(r):
    return {name: radial_basis(lc, r) @ vectors[lc][:, n]
            for name, lc, n in CORE}


def exchange_blocks(r_max, count, record=None):
    x, r = log_grid(r_max)
    core_radial = core_functions(r)
    blocks = {}
    for l in range(3):
        wave = radial_basis(l, r) @ waves[l][:, :count]
        size = wave.shape[1]
        block = np.zeros((size, size))
        for name, lc, _ in CORE:
            for k in range(abs(l - lc), l + lc + 1, 2):
                weight = (2 * lc + 1) * three_j_squared(l, k, lc)
                for i in range(size):
                    for j in range(size):
                        value = slater(x, r, wave[:, i] * core_radial[name],
                                       wave[:, j] * core_radial[name], k)
                        block[i, j] -= weight * value
                        if record is not None and i == j == 0:
                            record.append((l, name, k, weight, value))
        blocks[l] = block
    return blocks


terms = []
X = exchange_blocks(40.0, 2, terms)
X_sphere = exchange_blocks(SPHERE, 8)

# --- all partial waves with all m, and analytic Gaussian exchange integrals
columns, labels = [], []
for l in range(3):
    for component in range(2 * l + 1):
        for i in range(2):
            column = np.zeros(atom.nao)
            column[ao_index(l, component)] = waves[l][:, i]
            columns.append(column)
            labels.append((l, component, i))
C = np.array(columns).T
X_formula = block_diag(*[X[l] for l in range(3) for _ in range(2 * l + 1)])

core_columns = []
for name, lc, n in CORE:
    for component in range(2 * lc + 1):
        column = np.zeros(atom.nao)
        column[ao_index(lc, component)] = vectors[lc][:, n]
        core_columns.append(column)
core = np.array(core_columns).T
P_core = core @ core.T              # one spin


def exchange_operator(P):
    return atom_scf.get_k(atom, P, hermi=1)


X_direct = -C.T @ exchange_operator(P_core) @ C
formula_error = np.max(np.abs(X_direct - X_formula))
different_lm = np.array([[a[:2] != b[:2] for b in labels] for a in labels])
forbidden = np.max(np.abs(X_direct[different_lm]))
assert formula_error < 1e-6
assert forbidden < 1e-8
assert all(np.max(np.linalg.eigvalsh(X[l])) < 0 for l in range(3))

# --- a core with only 2p_z filled: the diagonal form must be lost
pz = np.zeros(atom.nao)
pz[ao_index(1, 2)] = vectors[1][:, 0]
X_open = -C.T @ exchange_operator(np.outer(pz, pz)) @ C
s_wave, d_wave = labels.index((0, 0, 0)), labels.index((2, 2, 0))
px_wave, pz_wave = labels.index((1, 0, 0)), labels.index((1, 2, 0))
open_sd = X_open[s_wave, d_wave]
open_px, open_pz = X_open[px_wave, px_wave], X_open[pz_wave, pz_wave]
assert abs(open_sd) > 1e-5 and abs(open_px - open_pz) > 1e-4


# --- cross term of the full exchange energy for arbitrary valence densities
def exchange_energy(P_up, P_down):
    return -0.5 * sum(np.sum(P * exchange_operator(P)) for P in (P_up, P_down))


rng = np.random.default_rng(5)
cross_results = []
for trial in range(2):
    rho = []
    for spin in range(2):
        a = rng.normal(size=(C.shape[1], 3)) / np.sqrt(C.shape[1])
        rho.append(a @ a.T)
    P = [C @ q @ C.T for q in rho]
    direct = (exchange_energy(P_core + P[0], P_core + P[1])
              - exchange_energy(P_core, P_core) - exchange_energy(*P))
    onsite = np.sum((rho[0] + rho[1]) * X_formula)
    assert abs(direct - onsite) < 1e-5
    cross_results.append((direct, onsite))

# --- contrast: core-valence part of local-density exchange for 3s^f
x, r = log_grid(40.0)
core_radial = core_functions(r)
n_core = sum(2 * (2 * lc + 1) / (4 * np.pi) * core_radial[name]**2
             for name, lc, _ in CORE)
n_3s = (radial_basis(0, r) @ waves[0][:, 0])**2 / (4 * np.pi)


def volume_integral(f):
    return CubicSpline(x, 4 * np.pi * r**3 * f).integrate(x[0], x[-1])


def local_cross(f):
    mixed = ((n_core + f * n_3s)**(4 / 3) - n_core**(4 / 3)
             - (f * n_3s)**(4 / 3))
    return -0.75 * (3 / np.pi)**(1 / 3) * volume_integral(mixed)


assert abs(volume_integral(n_core) - 10) < 1e-5
lda_one, lda_two = local_cross(1.0), local_cross(2.0)
assert abs(lda_two / lda_one - 2) > 0.02
xs, rs = log_grid(SPHERE)
core_s = core_functions(rs)
core_inside = sum(CubicSpline(xs, 2 * (2 * lc + 1) * rs**3 * core_s[name]**2
                              ).integrate(xs[0], xs[-1])
                  for name, lc, _ in CORE)


# --- MgH2: axial valence orbitals expanded about the Mg nucleus
def radial_components(mol, orbitals, r):
    rr, cc = np.meshgrid(r, nodes, indexing="ij")
    points = np.column_stack([(rr * np.sqrt(1 - cc**2)).ravel(),
                              0 * rr.ravel(), (rr * cc).ravel()])
    psi = mol.eval_gto("GTOval_sph", points) @ orbitals
    psi = psi.reshape(len(r), len(nodes), orbitals.shape[1])
    result = []
    for l in range(L_MAX + 1):
        harmonic = np.sqrt((2 * l + 1) / (4 * np.pi)) * eval_legendre(l, nodes)
        result.append(2 * np.pi * np.einsum("rcn,c->rn", psi,
                                            node_weights * harmonic))
    return result


def energy_by_l(x, r, components):
    """Radial formula for doubly occupied orbitals, one entry per l."""
    core_radial = core_functions(r)
    result = np.zeros(len(components))
    for l, component in enumerate(components):
        for name, lc, _ in CORE:
            for k in range(abs(l - lc), l + lc + 1, 2):
                weight = (2 * lc + 1) * three_j_squared(l, k, lc)
                for n in range(component.shape[1]):
                    pair = component[:, n] * core_radial[name]
                    result[l] -= 2 * weight * slater(x, r, pair, pair, k)
    return result


def molecule_test(bond):
    mol = gto.M(atom=[("Mg", (0, 0, 0)), ("H", (0, 0, bond)),
                      ("H", (0, 0, -bond))], basis=BASIS, verbose=0)
    mf = scf.RHF(mol)
    mf.kernel()
    assert mf.converged
    S = mf.get_ovlp()
    frozen = np.zeros((mol.nao, core.shape[1]))
    frozen[:atom.nao] = core
    valence = mf.mo_coeff[:, 5:7]
    valence = valence - frozen @ (frozen.T @ S @ valence)
    valence /= np.sqrt(np.diag(valence.T @ S @ valence))
    K = mf.get_k(mol, frozen @ frozen.T, hermi=1)
    direct = -2 * np.trace(valence.T @ K @ valence)

    # the whole core region: only the angular formula is at stake
    x, r = log_grid(FAR, 1200)
    whole = energy_by_l(x, r, radial_components(mol, valence, r)).sum()
    assert abs(whole / direct - 1) < 1e-3

    # inside the sphere: the partial-wave expansion is at stake
    x, r = log_grid(SPHERE, 1200)
    components = radial_components(mol, valence, r)
    inside = energy_by_l(x, r, components)
    inside_all, inside_spd = inside.sum(), inside[:3].sum()
    metric = np.sqrt(r**3 * np.gradient(x))[:, None]
    expansion, full_range = {}, 0.0
    for count in (1, 2, 4, 8):
        total = 0.0
        for l in range(3):
            wave = radial_basis(l, r) @ waves[l][:, :count]
            coeff = np.linalg.lstsq(metric * wave, metric * components[l],
                                    rcond=None)[0]
            size = wave.shape[1]
            rho_l = 2 * coeff @ coeff.T
            total += np.sum(rho_l * X_sphere[l][:size, :size])
            if count == 2:
                full_range += np.sum(rho_l * X[l])
        expansion[count] = total
    assert abs(expansion[8] / inside_spd - 1) < 0.02
    return direct, whole, inside_all, inside_spd, expansion, full_range


molecules = {bond: molecule_test(bond) for bond in (1.7, 2.2)}

# --- output
for name, sets in (("Mg", MG_SETS), ("H", H_SETS)):
    for (l, count, smallest, ratio) in sets:
        print(f"{name} basis {LETTER[l]}: {count} Gaussians, smallest exponent "
              f"{smallest} bohr^-2, ratio {ratio}")
print(f"Mg total RHF energy: {atom_scf.e_tot:.5f} hartree")
for l in range(3):
    e = energies[l][FIRST_VALENCE[l]:FIRST_VALENCE[l] + 2]
    print(f"energies of waves {LETTER[l]}1, {LETTER[l]}2: "
          f"{e[0]:.5f}, {e[1]:.5f} hartree")
print("first wave of each l: core shell, k, weight (2lc+1)*3j^2, R^k, -w*R^k")
for l, name, k, weight, value in terms:
    print(f"  {LETTER[l]}1 with {name}, k={k}: w={weight:.6f}, "
          f"R^k={value:.7f} hartree, term={-weight * value:.7f} hartree")
for l in range(3):
    print(f"X block {LETTER[l]} (11, 12, 22): {X[l][0, 0]:.6f}, "
          f"{X[l][0, 1]:.6f}, {X[l][1, 1]:.6f} hartree")
pair_energy = 2 * X[0][0, 0]
print(f"core-valence exchange of 3s^2: {pair_energy:.6f} hartree "
      f"= {pair_energy * HARTREE_EV:.4f} eV")
print(f"largest |formula - Gaussian integrals|: {formula_error:.1e} hartree")
print(f"largest element between different l or m: {forbidden:.1e} hartree")
print(f"only 2p_z filled: X(s1,d1 m=0) = {open_sd:.6f} hartree")
print(f"only 2p_z filled: X(p1x,p1x), X(p1z,p1z) = {open_px:.6f}, "
      f"{open_pz:.6f} hartree")
for number, (direct, onsite) in enumerate(cross_results, 1):
    print(f"random density {number}: cross term {direct:.6f}, "
          f"sum rho X {onsite:.6f} hartree")
print(f"local-density cross term, 3s^1 and 3s^2: {lda_one:.6f}, "
      f"{lda_two:.6f} hartree; ratio {lda_two / lda_one:.4f}")
print(f"sphere radius: {SPHERE:.1f} bohr; core electrons outside: "
      f"{10 - core_inside:.5f}")
print(f"X(s1,s1) integrated inside sphere only: {X_sphere[0][0, 0]:.6f} hartree")
for bond, result in molecules.items():
    direct, whole, inside_all, inside_spd, expansion, full_range = result
    print(f"MgH2, bond {bond} angstrom: direct E_cv {direct:.6f} hartree")
    print(f"  one-centre formula to {FAR:.0f} bohr, l<={L_MAX}: "
          f"{whole:.6f} hartree")
    print(f"  inside sphere, l<={L_MAX}: {inside_all:.6f}; "
          f"l<=2: {inside_spd:.6f} hartree")
    for count, value in expansion.items():
        print(f"  sphere X, up to {count} waves per l: {value:.6f} hartree "
              f"({100 * (value / inside_spd - 1):+.3f} % of l<=2 part)")
    print(f"  full-range X, 2 waves per l: {full_range:.6f} hartree "
          f"({100 * (full_range / direct - 1):+.3f} % of direct)")
print("verified")
```

Running it gives:

```
Mg basis s: 18 Gaussians, smallest exponent 0.03 bohr^-2, ratio 2.3
Mg basis p: 12 Gaussians, smallest exponent 0.03 bohr^-2, ratio 2.3
Mg basis d: 5 Gaussians, smallest exponent 0.05 bohr^-2, ratio 2.5
H basis s: 5 Gaussians, smallest exponent 0.08 bohr^-2, ratio 3.0
H basis p: 1 Gaussians, smallest exponent 0.8 bohr^-2, ratio 2.0
Mg total RHF energy: -199.61280 hartree
energies of waves s1, s2: -0.25305, 0.08672 hartree
energies of waves p1, p2: 0.03368, 0.14723 hartree
energies of waves d1, d2: 0.14251, 0.42212 hartree
first wave of each l: core shell, k, weight (2lc+1)*3j^2, R^k, -w*R^k
  s1 with 1s, k=0: w=1.000000, R^k=0.0050695 hartree, term=-0.0050695 hartree
  s1 with 2s, k=0: w=1.000000, R^k=0.0123461 hartree, term=-0.0123461 hartree
  s1 with 2p, k=1: w=1.000000, R^k=0.0162765 hartree, term=-0.0162765 hartree
  p1 with 1s, k=1: w=0.333333, R^k=0.0015047 hartree, term=-0.0005016 hartree
  p1 with 2s, k=1: w=0.333333, R^k=0.0024077 hartree, term=-0.0008026 hartree
  p1 with 2p, k=0: w=1.000000, R^k=0.0029350 hartree, term=-0.0029350 hartree
  p1 with 2p, k=2: w=0.400000, R^k=0.0026670 hartree, term=-0.0010668 hartree
  d1 with 1s, k=2: w=0.200000, R^k=0.0000004 hartree, term=-0.0000001 hartree
  d1 with 2s, k=2: w=0.200000, R^k=0.0001884 hartree, term=-0.0000377 hartree
  d1 with 2p, k=1: w=0.400000, R^k=0.0003610 hartree, term=-0.0001444 hartree
  d1 with 2p, k=3: w=0.257143, R^k=0.0001957 hartree, term=-0.0000503 hartree
X block s (11, 12, 22): -0.033692, -0.016515, -0.008101 hartree
X block p (11, 12, 22): -0.005306, -0.008360, -0.013180 hartree
X block d (11, 12, 22): -0.000232, -0.000999, -0.004344 hartree
core-valence exchange of 3s^2: -0.067384 hartree = -1.8336 eV
largest |formula - Gaussian integrals|: 1.9e-12 hartree
largest element between different l or m: 1.7e-18 hartree
only 2p_z filled: X(s1,d1 m=0) = -0.000131 hartree
only 2p_z filled: X(p1x,p1x), X(p1z,p1z) = -0.000320, -0.003362 hartree
random density 1: cross term -0.030133, sum rho X -0.030133 hartree
random density 2: cross term -0.056110, sum rho X -0.056110 hartree
local-density cross term, 3s^1 and 3s^2: -0.049887, -0.090857 hartree; ratio 1.8213
sphere radius: 2.0 bohr; core electrons outside: 0.03372
X(s1,s1) integrated inside sphere only: -0.031840 hartree
MgH2, bond 1.7 angstrom: direct E_cv -0.078262 hartree
  one-centre formula to 7 bohr, l<=12: -0.078262 hartree
  inside sphere, l<=12: -0.075549; l<=2: -0.075522 hartree
  sphere X, up to 1 waves per l: -0.077795 hartree (+3.010 % of l<=2 part)
  sphere X, up to 2 waves per l: -0.077321 hartree (+2.381 % of l<=2 part)
  sphere X, up to 4 waves per l: -0.075517 hartree (-0.007 % of l<=2 part)
  sphere X, up to 8 waves per l: -0.075521 hartree (-0.002 % of l<=2 part)
  full-range X, 2 waves per l: -0.080074 hartree (+2.316 % of direct)
MgH2, bond 2.2 angstrom: direct E_cv -0.047802 hartree
  one-centre formula to 7 bohr, l<=12: -0.047802 hartree
  inside sphere, l<=12: -0.046026; l<=2: -0.046023 hartree
  sphere X, up to 1 waves per l: -0.046353 hartree (+0.718 % of l<=2 part)
  sphere X, up to 2 waves per l: -0.046548 hartree (+1.142 % of l<=2 part)
  sphere X, up to 4 waves per l: -0.046015 hartree (-0.016 % of l<=2 part)
  sphere X, up to 8 waves per l: -0.046023 hartree (-0.000 % of l<=2 part)
  full-range X, 2 waves per l: -0.048348 hartree (+1.144 % of direct)
verified
```
